# From a Weak-Localisation Dephasing Field to a Phase-Coherence Length

## Problem

The low-temperature sheet conductivity $\sigma$ of a two-dimensional channel rises in a small perpendicular magnetic field $B$. The rise is fitted by

$$
\Delta\sigma(B)=\sigma(B)-\sigma(0)=A\,F(B/B_\phi),\qquad F(z)=\ln z+\psi\!\left(\tfrac12+\tfrac1z\right),
$$

where $\psi$ is the digamma function and the amplitude $A$ and dephasing field $B_\phi$ are free. The fit gives $B_\phi=10$ mT; take 1 mT as an illustrative error.

(a) Define the phase-coherence length by $L_\phi^2=D\tau_\phi$, with $D$ the diffusion constant and $\tau_\phi$ the phase-coherence time. Show that this fit function implies the convention $B_\phi=\hbar/(4eL_\phi^2)$.

(b) Find $L_\phi$ and its error. What changes if the field is defined differently?

(c) The channel is few-layer black phosphorus, with different masses along its armchair and zigzag axes. What does the single length from (b) mean?

(d) Estimate how far the main neglected effects could move the answer.

Use these rough typical parameters: hole density $6\times10^{12}$ cm$^{-2}$, mean mobility 500 cm$^2$/Vs, masses $0.15\,m_e$ (armchair) and $1.00\,m_e$ (zigzag), temperature 2 K and channel width 2 µm.

## Solution

### (a) Where the factor 4 comes from

Assume diffusive motion, one spin-degenerate valley, weak spin-orbit coupling and a good metal, $k_Fl\gg1$, where $k_F$ is the Fermi wavenumber and $l$ the mean free path. Take $D$ isotropic for now.

**Phase of a loop.** A carrier can travel round a closed path in either sense. Without a field the two amplitudes are equal and interfere constructively, which raises the probability of return and lowers the conductivity. A flux $\Phi$ through the loop gives them phases $+e\Phi/\hbar$ and $-e\Phi/\hbar$. Their interference therefore contains the difference $2e\Phi/\hbar$, the phase of a particle of charge $2e$.

**Diffusion with this phase.** Let $C(\mathbf r,t)$ be the density of diffusive paths from a fixed starting point, each weighted by its phase factor, and let $q=2e/\hbar$. A short step $\boldsymbol\delta$ multiplies the weight by $\exp[iq\,\boldsymbol\delta\cdot\mathbf A(\mathbf r-\boldsymbol\delta/2)]$, so

$$
C(\mathbf r,t+\delta t)=\left\langle e^{iq\boldsymbol\delta\cdot\mathbf A(\mathbf r-\boldsymbol\delta/2)}C(\mathbf r-\boldsymbol\delta,t)\right\rangle .
$$

To second order in the step, the quantity in brackets is

$$
\left[1-\boldsymbol\delta\cdot(\nabla-iq\mathbf A)+\tfrac12\{\boldsymbol\delta\cdot(\nabla-iq\mathbf A)\}^2\right]C .
$$

The steps have zero mean and $\langle\delta_i\delta_j\rangle=2D\,\delta t\,\delta_{ij}$. The linear term vanishes, leaving

$$
\frac{\partial C}{\partial t}=D(\nabla-iq\mathbf A)^2C .
$$

**Levels.** Choose $\mathbf A=(0,Bx)$ and modes $e^{iky}f(x)$. With $b=qB=2eB/\hbar$ and $x_0=k/b$,

$$
-(\nabla-iq\mathbf A)^2\;\to\;-\frac{d^2}{dx^2}+b^2(x-x_0)^2 .
$$

This is an oscillator with eigenvalues $b(2n+1)$, $n=0,1,2,\dots$ The decay rates are therefore

$$
Db(2n+1)=\frac{4eBD}{\hbar}\left(n+\tfrac12\right).
$$

One factor of 2 comes from the pair charge and the other from the oscillator spectrum. In a rectangle $L_x\times L_y$, the allowed $k$ are spaced by $2\pi/L_y$ and the centres $x_0$ must lie within $L_x$. Each level thus has $bL_xL_y/2\pi$ states, or $b/2\pi$ per unit area.

**Return density.** Summing the geometric series at the starting point gives, with $x$ from here on denoting the dimensionless time $x=bDt=2eBDt/\hbar$,

$$
C(t)=\frac{b}{2\pi}\sum_{n=0}^{\infty}e^{-(2n+1)x}
=\frac{b}{4\pi\sinh x}
=\frac{1}{4\pi Dt}\,\frac{x}{\sinh x}.
$$

The last factor is the average of $\cos(2e\Phi/\hbar)$ over closed loops of duration $t$. This was tested by sampling random closed paths lasting $\tau_\phi$, with the single-charge phase evaluated in both directions. At 20 and 40 mT the sampled averages were 0.850 and 0.554; the formula gives 0.851 and 0.551.

**Conductivity.** The standard leading-order result for the interference correction is taken as input:

$$
\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int dt\,C(t)\,e^{-t/\tau_\phi}.
$$

Its prefactor affects $A$, which is free in the fit, and not $B_\phi$. Subtracting the zero-field value, for which $x/\sinh x=1$, gives

$$
\Delta\sigma=\frac{e^2}{2\pi^2\hbar}\int_0^\infty\frac{dt}{t}\,e^{-t/\tau_\phi}\left(1-\frac{x}{\sinh x}\right).
$$

The bracket behaves as $x^2/6$ at short times, so the lower limit may be set to zero. It is positive, so the conductivity rises with field.

Now change variable from $t$ to $x$. Since $t=\hbar x/(2eBD)$,

$$
\frac{t}{\tau_\phi}=\frac{\hbar x}{2eBL_\phi^2}=\frac{2x}{z},\qquad
z=\frac{B}{B_\phi},\qquad B_\phi=\frac{\hbar}{4eL_\phi^2}.
$$

With $u=2x$ the integral becomes

$$
I=\int_0^\infty du\,e^{-u/z}\left[\frac1u-\frac{1}{2\sinh(u/2)}\right]
=\int_0^\infty du\left[\frac{e^{-u/z}}u-\frac{e^{-(1/2+1/z)u}}{1-e^{-u}}\right],
$$

because $1/[2\sinh(u/2)]=e^{-u/2}/(1-e^{-u})$. Two integral representations are needed:

$$
\psi(w)=\int_0^\infty du\left[\frac{e^{-u}}u-\frac{e^{-wu}}{1-e^{-u}}\right],\qquad
\ln\frac1z=\int_0^\infty du\,\frac{e^{-u}-e^{-u/z}}u .
$$

Setting $w=\tfrac12+1/z$ and subtracting the second from the first cancels $e^{-u}/u$ and leaves $I$. Hence $I=\psi(\tfrac12+1/z)+\ln z=F(z)$. The field scale in the given function is therefore $\hbar/(4eL_\phi^2)$, as required.

**Two limits.** For $z\ll1$ the exponential restricts the integral to small $x$, and

$$
F(z)\simeq\frac16\int_0^\infty dx\,x\,e^{-2x/z}=\frac16\left(\frac z2\right)^2=\frac{z^2}{24}.
$$

Data confined to this range determine the combination $A/B_\phi^2$, but not $A$ and $B_\phi$ separately. For $z\gg1$, $F\simeq\ln z+\psi(\tfrac12)$. The slope against $\ln B$ then gives $A$, and the offset gives $B_\phi$. A fit with free amplitude thus needs fields extending beyond the parabolic region.

### (b) The conversion

Solving the definition for the positive length gives

$$
L_\phi=\sqrt{\frac{\hbar}{4eB_\phi}} .
$$

With $\hbar/e=6.58212\times10^{-16}$ T m$^2$ and $B_\phi=0.010$ T,

$$
L_\phi^2=\frac{6.58212\times10^{-16}}{4\times0.010}\ \text{m}^2
=1.6455\times10^{-14}\ \text{m}^2,
\qquad L_\phi\simeq128\ \text{nm}.
$$

For other fields in the same convention, $L_\phi=12.83\ \text{nm}/\sqrt{B_\phi/\text{T}}$.

Differentiating $\ln L_\phi=\text{const}-\tfrac12\ln B_\phi$ gives $\delta L_\phi/L_\phi=-\tfrac12\,\delta B_\phi/B_\phi$. A 10% field error is therefore about a 5% length error, or 6 nm. Direct conversion gives 135 nm at 9 mT and 122 nm at 11 mT.

The area $L_\phi^2$ encloses little flux at $B_\phi$:

$$
B_\phi L_\phi^2=\frac{\hbar}{4e}=\frac{1}{4\pi}\,\frac{h}{2e}\simeq0.080\,\frac{h}{2e}.
$$

For loops lasting $\tau_\phi$, $x=\tfrac12$ at this field. Comparing $\langle\cos\theta\rangle\simeq1-\langle\theta^2\rangle/2$ with $x/\sinh x\simeq1-x^2/6$ gives an rms phase $x/\sqrt3\simeq0.29$ rad. Thus $B_\phi$ is the scale in the fit function, and not a field at which such loops have lost their interference.

The conversion must match the fit function. Suppose the digamma argument were written $\tfrac12+B'/(2B)$. Then $B'=2B_\phi=\hbar/(2eL_\phi^2)$, and a fitted $B'$ of 10 mT would mean 181 nm. Applying that conversion to the function in this problem would make the length too large by $\sqrt2$. Using $\hbar/(eL_\phi^2)$ would double it, to 257 nm.

As a test of the whole route, magnetoconductance curves were computed from the time integral for chosen lengths of 80, 130 and 200 nm, then fitted with $AF(B/B_\phi)$ at 30 evenly spaced fields from 2 to 100 mT, the range also used for the fits in (d). The fitted fields were 25.711, 9.737 and 4.114 mT, which convert back to the chosen lengths.

### (c) One field, two principal lengths

Let the principal diffusion constants be $D_a$ (armchair) and $D_z$ (zigzag), and set $D=\sqrt{D_aD_z}$. Rescale the coordinates by

$$
r_a'=r_a\sqrt{D/D_a},\qquad r_z'=r_z\sqrt{D/D_z}.
$$

Diffusion is isotropic in the new coordinates, with constant $D$. The product of the scale factors is $D/\sqrt{D_aD_z}=1$, so areas and enclosed fluxes are unchanged. Part (a) then applies with this $D$. The principal lengths $L_i=\sqrt{D_i\tau_\phi}$ satisfy $L_aL_z=L_\phi^2$: the fitted length is their geometric mean.

If the scattering time $\tau$ is the same for both directions, $D_i=\langle v_i^2\rangle\tau$. For an elliptical parabolic band the mean kinetic energy $\tfrac12m_i\langle v_i^2\rangle$ at the Fermi energy is equal for the two axes, so $D_i\propto1/m_i$ and

$$
\frac{D_a}{D}=\sqrt{\frac{m_z}{m_a}}=\sqrt{\frac{1.00}{0.15}}=2.58 .
$$

Therefore $L_a=128\sqrt{2.58}\simeq206$ nm and $L_z=128/\sqrt{2.58}\simeq80$ nm.

Current along either axis gives the same $B_\phi$. The amplitude differs, because the prefactor of $\delta\sigma$ along axis $i$ contains $D_i$ while $C(t)$ contains $D$. It is multiplied by 2.58 along armchair and 0.39 along zigzag, relative to $e^2/(2\pi^2\hbar)$. Fixing $A$ at the isotropic value would therefore be wrong here.

### (d) Regime and neglected effects

In the rescaled coordinates $k_F=\sqrt{2\pi n}$, where $n$ is the hole density, and the density-of-states mass is $m_d=\sqrt{m_am_z}=0.387\,m_e$. The mean mobility $\mu$, taken as the geometric mean of the values along the two axes, gives

$$
l=\frac{\hbar k_F\mu}{e}=20.2\ \text{nm},\qquad
D=\frac{\hbar k_Fl}{2m_d}=18.5\ \text{cm}^2/\text{s},\qquad
\tau_\phi=\frac{L_\phi^2}{D}\simeq8.9\ \text{ps}.
$$

Here $k_Fl=12.4$, and the Fermi energy is about 215 times $k_BT$, so the holes are a degenerate metal. The localisation correction at zero field is roughly 10% of the conductivity (11% from the leading logarithm $\ln(\tau_\phi/\tau)$), small enough for a leading-order treatment but not negligible.

**Short loops.** Loops lasting less than the elastic time $\tau$ are not diffusive. Replacing $e^{-t/\tau_\phi}$ by $e^{-t/\tau_\phi}-e^{-t/\tau}$ suppresses them approximately and subtracts $F(B/B_e)$, with $B_e=\hbar/(4eD\tau)=806$ mT. At the largest fitted field, 100 mT, this term is about $(100/806)^2/24\simeq6\times10^{-4}$, against $F(10)=9.40/12.33\simeq0.76$. With this cutoff alone, a simple fit returning 10 mT corresponds to a true field of 10.01 mT, a negligible change.

That estimate is too optimistic, because it still treats all the remaining loops as exactly diffusive. A kinetic calculation that follows straight flights between isotropic scatterers gives $\Delta\sigma/[e^2/(2\pi^2\hbar)]\simeq0.65$ at 100 mT, instead of 0.76. A simple fit over the same fields that returns 10 mT then corresponds to a true field of about 10.8 mT. The length is about 123 nm, 4% below the simple result, and the fitted amplitude is about 20% too small. This shift is comparable with the assumed fitting error. It shrinks if the mean free path is shorter.

**Spin-orbit coupling.** The two interfering paths carry spins that combine into three triplet channels and one singlet. Spin-orbit scattering damps the triplets. With a common triplet damping field $B_t$, the standard form is

$$
\frac{\Delta\sigma}{A}=\frac32F\!\left(\frac{B}{B_\phi+B_t}\right)-\frac12F\!\left(\frac{B}{B_\phi}\right).
$$

For a trial value $B_t=1$ mT, which is not a material constant, a simple fit returning 10 mT hides a true $B_\phi$ of 8.4 mT. The length is then 140 nm, 9% above the simple result. For this trial value the shift is nearly twice the 5% length error that follows from the assumed fitting error.

**Other field effects.** At 100 mT the classical decrease of conductivity is $\sigma(\mu B)^2=481\times(0.05\times0.1)^2\simeq0.012$ µS, against a diffusive localisation signal of 9.4 µS. These are values for the mean conductivity; along either axis both are multiplied by the same anisotropy factor. The Zeeman energy for a $g$-factor of 2 is 0.067 $k_BT$. The part of the interaction correction that arises from Zeeman splitting needs a splitting comparable with $k_BT$, and should therefore be weak. Interaction corrections can also change through the orbital effect of the field on pairs of carriers. The small Zeeman energy does not exclude these, and they were not estimated here.

**Comparison with a real channel.** The chosen mobility and masses are rough values for a disordered few-layer flake, and a coherence length of order 100 nm at a few kelvin is a plausible scale. The 2 µm width is 9.7 times the armchair length, so two-dimensional diffusion is reasonable away from edges and contacts. The measured conductance also averages over the regions near the edges. For reflecting edges, solving the diffusion problem on a strip of this width changes the inferred length by only about 0.1%, but raises the fitted amplitude by about 12% if the width lies along armchair and 5% if it lies along zigzag. Contacts were not estimated. Real scattering times can depend on direction; this changes the ratio $L_a/L_z$, but not the geometric mean inferred from $B_\phi$. Cleaner flakes can break the diffusive assumption itself. At fixed density, a tenfold mobility would give $l\simeq202$ nm. If the fit still returned 10 mT, the nominal 128 nm would be shorter than the mean free path, and this conversion would no longer be justified.

The numerical output below lists the values used here, apart from those of the kinetic calculation for short loops.

## Calculated quantities

```
Fitted dephasing field: 10.0 mT
hbar/e: 6.58212e-16 T m^2
L_phi squared: 1.6455e-14 m^2
L_phi: 128.28 nm = 2424 bohr
L_phi at 1 T, prefactor of B^(-1/2): 12.828 nm
Magnetic length at B_phi: 256.56 nm
B_phi L_phi^2 in units of h/2e: 0.07958
L_phi if field is 9 mT: 135.2 nm
L_phi if field is 11 mT: 122.3 nm
Mistaken hbar/(1e L^2) convention: 256.6 nm
Mistaken hbar/(2e L^2) convention: 181.4 nm
Loop interference at 20 mT, sampled / formula: 0.850 / 0.851
Loop interference at 40 mT, sampled / formula: 0.554 / 0.551
Lattice levels / (4eBD/hbar), n=0,1,2: 0.497, 1.483, 2.455
Chosen L 80 nm: fitted field 25.711 mT, L back 80.00 nm
Chosen L 130 nm: fitted field 9.737 mT, L back 130.00 nm
Chosen L 200 nm: fitted field 4.114 mT, L back 200.00 nm
Hole density: 6.0e+12 cm^-2
Mean mobility: 500 cm2/Vs
Masses armchair, zigzag: 0.15, 1.00 m_e
Density-of-states mass: 0.387 m_e
Temperature: 2.0 K
Mean free path: 20.2 nm
k_F times mean free path: 12.4
Sheet conductivity (mean): 481 uS
Diffusion constant (mean): 18.5 cm2/s
Elastic time: 0.110 ps
Phase-coherence time: 8.87 ps
L_phi armchair: 206 nm
L_phi zigzag: 80 nm
Amplitude factor armchair, zigzag: 2.58, 0.39
Fermi energy: 37.1 meV
Fermi energy / kT: 215
Weak-localisation unit e^2/(2 pi^2 hbar): 12.33 uS
Zero-field correction / conductivity: 11.3 %
Largest fitted field: 100 mT
Localisation signal there: 9.40 uS
Classical decrease there: 0.0120 uS
Zeeman energy / kT there: 0.067
Elastic field: 806 mT
Finite free path, true field: 10.012 mT
Finite free path, true L_phi: 128.20 nm
Trial spin-orbit triplet damping: 1.0 mT
With spin-orbit, true field: 8.36 mT
With spin-orbit, true L_phi: 140.3 nm
Channel width: 2.0 um
Channel width / armchair L_phi: 9.7
```
